Topping depolarisation of a dipole lattice and the sublinear work-function change

**The number to explain**

Put adatoms with an outward moment of 5 D on a metal whose clean work function is 4.5 eV. If each kept that moment, 3×10¹⁴ adatoms per cm² would lower the work function by 5.65 eV, more than the whole of it. Once the adatoms are allowed to polarise one another, the model below gives a lowering of 2.60 eV. The last increase in density, from 2×10¹⁴ to 3×10¹⁴ cm⁻², adds half as many dipoles again but contributes only 0.30 eV.

The moment per adatom must therefore fall as the layer fills. I start with two dipoles, go on to a lattice, and then ask when the lattice result can be trusted.

**1. Two dipoles side by side**

Let z point out of the surface. A dipole consists of a charge +q at z = L/2 and −q at z = −L/2, with moment p = qL, positive outward. At lateral distance r in the plane z = 0, both charges are at distance √(r² + L²/4). The lateral fields cancel. The upper positive charge pushes downward and the lower negative charge pulls downward, each with normal component −(q/4πε0)(L/2)/(r² + L²/4)^(3/2). Together,

E = −qL / [4πε0 (r² + L²/4)^(3/2)] → −p/(4πε0 r³) for L ≪ r.

A dipole thus opposes a parallel neighbour beside it. Assume a linear normal response,

p = p0 + αE, α' = α/(4πε0),

where p0 is the moment of an isolated adatom and α' is its polarisability volume. Both are effective values for the adatom on its surface. For two equal dipoles,

p = p0 − α'p/r³, so p = p0/(1 + α'/r³).

The limit r → ∞ returns p0. Take α' = 25 Å³ and r = 0.577 nm, the spacing of the densest layer considered here. Then r³ ≈ 192 Å³ and α'/r³ ≈ 0.13, so one neighbour removes about 11.5 % of the moment. The larger loss in the layer must come from many neighbours.

**2. The square lattice**

Place the dipoles on a flat square lattice of spacing a and density n = 1/a². The lattice is assumed to expand or contract uniformly as n changes. All sites are equivalent, so I look for a solution with equal moments. The field at one site is

E = −(p/4πε0 a³) S, S = Σ' (i² + j²)^(−3/2),

where the prime omits the site itself. Beyond a radius of R spacings the sum can be replaced by an integral over one site per unit area:

∫ from R to ∞ of 2πr dr/r³ = 2π/R.

A disc sum completed by this tail gives S = 9.0336. The four nearest neighbours supply 4, the four diagonal ones 4/2^(3/2) = 1.41, and the next four 4/8 = 0.50. About a third of S comes from farther away, so a nearest-neighbour estimate would be poor.

Since a⁻³ = n^(3/2), the response equation becomes

p = p0 − α'S n^(3/2) p.

Collecting the terms in p gives Topping's result:

p = p0/(1 + u), u = α'S n^(3/2).

The field that reduces p is itself produced by the reduced moments. This feedback gives a quotient rather than p0(1 − u), which would turn negative for u > 1.

For the densest layer, n^(3/2) = (3×10¹⁸ m⁻²)^(3/2) = 5.20×10²⁷ m⁻³, and

u = 25×10⁻³⁰ × 9.03 × 5.20×10²⁷ = 1.17,
p = 5 D/2.17 = 2.30 D.

Equal moments were assumed, so I tested the formula on finite circular patches in which every dipole has its own unknown moment. The missing surroundings cause a leading error proportional to 1/R at the centre, which two patch sizes (radii of 14 and 28 spacings) suffice to remove. The resulting p/p0 is 0.4602 at 3×10¹⁴ cm⁻², against 0.4601 from the formula. At a quarter of that density both give 0.8721.

**3. From moment to work function**

Averaged along the surface, the layer is a sheet of charge density +nq above a sheet of density −nq. By Gauss's law the mean field vanishes outside the pair. Between the sheets it has magnitude nq/ε0 and points inward, from positive to negative charge. Moving outward against this field raises the electrostatic potential by

ΔV = (nq/ε0)L = np/ε0.

An electron has charge −e, so its energy outside falls by eΔV:

ΔΦ = −e n p/ε0 = −(e p0/ε0) n/(1 + u).

An inward moment reverses the sign of ΔΦ and leaves the dependence on n unchanged. A grounded conductor below does not alter this step, because the neutral double layer has no mean outside field to which the conductor could respond. Here p is the adatom's own moment, without that of its image.

Does a sheet of discrete dipoles give the same step? At height z above a disc of radius R, the continuum potential contains

∫ from 0 to R of 2πrz dr/(r² + z²)^(3/2) = 2π[1 − z/√(R² + z²)].

For R → ∞ this is 2π. With the prefactor np/(4πε0), and the opposite value below the sheet, the full step is np/ε0. For z = 3 and R = 500 spacings the bracket is 0.994, and the sum over discrete dipoles gives 0.9940 of the infinite-sheet step.

At 10¹⁴ cm⁻², 5 D gives 1.884 eV, or 0.377 eV per debye. At 3×10¹⁴ cm⁻² the magnitude is thus 0.377 × 3 × 2.30 = 2.60 eV. The series reads:

n (10¹⁴ cm⁻²): p (D); linear ΔΦ (eV); Topping ΔΦ (eV)
0.25: 4.86; −0.47; −0.46
0.50: 4.63; −0.94; −0.87
1.00: 4.08; −1.88; −1.54
2.00: 3.05; −3.77; −2.30
3.00: 2.30; −5.65; −2.60

**4. The shape of the curve**

Write f(n) = n/(1 + u), with u = cn^(3/2) and c = α'S. The magnitude of ΔΦ is proportional to f. For small n,

f ≈ n(1 − u) = n − cn^(5/2).

The curve starts linearly, and its relative departure from the line grows as n^(3/2). At any n > 0, f/n = 1/(1 + u) is below 1 and decreases with n. This is the sublinearity: each added dipole contributes to the step and also weakens those already present.

The slope measures the balance. Since n du/dn = 3u/2,

f' = [(1 + u) − 3u/2]/(1 + u)² = (1 − u/2)/(1 + u)².

Dividing by f/n gives the local exponent

d ln f/d ln n = (1 − u/2)/(1 + u).

It is 1 in the dilute limit. At u = 1.17 it is 0.19, so a small relative increase in density yields only about a fifth of that relative increase in |ΔΦ|.

The slope vanishes at u = 2, where p = p0/3. The corresponding density is

n_ext = [2/(α'S)]^(2/3) = 4.28×10¹⁴ cm⁻²,

with ΔΦ = −2.69 eV. Beyond it the formula makes p fall faster than 1/n, and the work function rises again.

For the curvature, differentiate the slope with respect to u:

df'/du = [−(1 + u)/2 − 2(1 − u/2)]/(1 + u)³ = (u − 5)/[2(1 + u)³].

Because u increases with n, f is concave for u < 5. A numerical search on the curve puts the inflection at u = 5.000. Whether such large values of u are physically accessible is a separate question.

**5. Is the uniform solution stable?**

The response equation makes an energy stationary, but a stationary point need not be a minimum. For normal moments the energy is

W = Σ_i (p_i − p0)²/(2α) + ½ Σ_(i≠j) p_i p_j/(4πε0 r_ij³).

Setting ∂W/∂p_i = 0 gives (p_i − p0)/α = E_i, the response law used above. Now add small deviations s_i, which may also have in-plane components. If the polarisability is isotropic, the quadratic change in energy is

δW = (1/2α)[Σ_i s_i² − (α'/a³) Σ_(i≠j) s_i·T_ij s_j].

Here T_ij is the dipole field kernel in units of the spacing. On a periodic lattice, plane waves diagonalise it. If λ is its largest eigenvalue, stability requires

α'λ/a³ < 1, or u < S/λ.

Normal and in-plane deviations can be treated separately: in a flat layer a normal dipole has no in-plane field at the other sites, and an in-plane dipole has no normal field there.

For normal deviations, a search over a grid of wavevectors gives λ = 2.646 for a checkerboard, in which nearest neighbours deviate oppositely and reinforce one another. The limit is u = 3.41.

For in-plane deviations the largest eigenvalue is 5.099. The pattern consists of head-to-tail rows, with adjacent rows reversed. Each dipole gains 2 × 2 = 4 from its two neighbours in the row and 2 × 1 = 2 from the two beside it; farther sites reduce the total of 6 to 5.099. The limit is u = 1.77.

As a test, the kernel was diagonalised on a finite patch, giving 2.637 and 5.079. These lie slightly below the lattice values, as they should, since a pattern confined to a patch is also an admissible pattern on the infinite lattice.

Both limits lie below u = 5, so within this model the stable part of |ΔΦ| is concave throughout. The extremum at u = 2 needs more care. With isotropic polarisability, stability is lost first, at 3.95×10¹⁴ cm⁻², where ΔΦ is −2.68 eV. The curve is then almost flat but has not turned. To reach the extremum, the in-plane polarisability must be less than 1.77/2 = 0.89 of the normal one. The example at 3×10¹⁴ cm⁻² is stable in either case.

Past a stability limit the quadratic energy has no lower bound. This marks the failure of linear point dipoles; it does not predict what a real layer would do.

**6. What if the layer does not spread uniformly?**

The exponent 3/2 came from letting the spacing shrink as a = n^(−1/2). Two other ways of filling the surface show how much depends on this.

First, let the adatoms gather in large, well-separated islands of fixed local density m. If the islands cover a fraction x of the surface, the mean density is n = xm. Apart from edges, each moment is p(m), and the area-averaged change is

ΔΦ = −(e/ε0) x m p(m) = −(e/ε0) n p(m).

This is linear in n, although every dipole is strongly depolarised. The reduction appears in the slope from the beginning.

An island of 2453 dipoles at m = 3×10¹⁴ cm⁻² tests the claim. Its mean p/p0 is 0.484. The formula gives 0.460 at the local density and 0.707 at half of it, which would be the mean density if islands covered half the surface. The moment clearly follows the local density. The excess of about 5 % over the interior value is the edge effect, since dipoles at the rim have fewer neighbours.

Second, let adatoms occupy fixed substrate sites of spacing b at random, with probability θ, so that n = θ/b². In mean field, every adatom sees the average occupation of the other sites:

E = −(p/4πε0) θS/b³, p = p0/(1 + gn), g = α'S/b.

Then |ΔΦ| is proportional to n/(1 + gn), whose slope 1/(1 + gn)² stays positive. The curve is still sublinear but has no extremum. At θ = 1 it meets the Topping value, because the two arrangements are then the same. This estimate ignores the spread of local surroundings, which matters when close pairs polarise each other strongly. It also needs sites far enough apart for the filled lattice to be stable in the sense of section 5: for normal moments 2.646 α'/b³ < 1, or b > 0.40 nm for α' = 25 Å³. At the tungsten lattice constant of 0.316 nm, three adjacent adatoms in a row already exceed the limit of linear point dipoles.

As long as p0 and α' are the same for every adatom and do not change with coverage, sublinearity therefore requires the depolarising field at an adatom to grow with coverage. The exponent and the turning point depend on how the adatoms are arranged.

**7. Adding the metal's images**

So far the neighbours acted without their images. Place each point dipole at height d above a perfect conductor. Reflection reverses both charges and their order along z, so the image of a normal dipole points the same way, at distance h = 2d below the original.

The potential of a normal dipole is pz/[4πε0(r² + z²)^(3/2)]. Its negative derivative with respect to z, taken at z = h, is

E = p(2h² − r²)/[4πε0(r² + h²)^(5/2)].

An adatom's own image, at r = 0, gives the enhancing field 2p/(4πε0h³). This is present at any coverage. Let p_b and α_b' be the bare values, and F the field of all other dipoles and images. Then

p(1 − 2α_b'/h³) = p_b + 4πε0 α_b' F.

Division by the bracket, which must be positive, rescales p_b and α_b' by the same factor. The effective p0 and α' already contain this factor, so only the neighbours' images remain to be added. With lengths in units of a, S is replaced by S + S_im, where

S_im = Σ' (r² − 2h²)/(r² + h²)^(5/2).

Two limits check this sum. For h ≪ a, each term becomes 1/r³ and S_im → S: for given moments, the images double the depolarising field. For h ≫ a, the complete image sheet looks uniform and has no outside field. The neighbours' images must then cancel the own image, so S_im → 2/h³. The numerical sum passed a test against this second limit at h = 2a.

With d = 0.15 nm, the sum is 1.95 times S at 0.25×10¹⁴ cm⁻² but only 1.55 times S at 3×10¹⁴ cm⁻². For the densest layer,

u = 1.174 × 1.549 = 1.82, p = 5 D/2.82 = 1.77 D,

and ΔΦ = −2.0 eV instead of −2.6 eV, with p0 and α' held fixed. If α' is instead fitted to dilute data with the plain sum S, it absorbs a factor close to 2 and then overstates the depolarisation in the dense layer. The extremum and stability limits found earlier apply to the sum without images. The own image also affects the assumption of isotropic polarisability made there: its field on an in-plane moment is p/(4πε0h³), only half of that on a normal one. If the bare polarisability is isotropic, the effective in-plane value is therefore the smaller, here (1 − 2α_b'/h³)/(1 − α_b'/h³) = 0.52 of the normal one. That is below the 0.89 needed to reach the extremum in the model of section 5. The comparison is only indicative, because the neighbours' images also shift the extremum, change the kernel and couple normal to in-plane deviations.

**8. Reading the numbers against a real surface**

The parameters lie in the regime of potassium on tungsten and are rough. The effective 25 Å³ includes the enhancement by the adatom's own image. For d = 0.15 nm, the relation in section 7 gives a bare value α_b' = α'/(1 + 2α'/h³) of about 9 Å³. This estimate depends strongly on d and on treating the adatom as a point dipole close to its image. It lies between the polarisability of the free ion, roughly 1 Å³, and that of the free atom, roughly 40 Å³. Alkali layers on such metals can bring the work function down to roughly 2 eV. The model gives 1.9 eV without neighbour images and 2.5 eV with them. The closeness of the first value is no confirmation, because p0 and α' were chosen and the images are real. The model also omits the metallic bonding that develops between adatoms in a dense layer; its effect is not estimated here.

The remaining corrections were sized at 3×10¹⁴ cm⁻² without images, each taken alone. A hexagonal lattice of the same density has S = 8.89 and gives −2.62 eV, so the choice between these two lattices hardly matters for the work function at this density. The stability limits in section 5 were found for the square lattice only.

Finite dipole length weakens the interaction. For two parallel dipoles of length L, the Coulomb energies of the four charge pairs replace 1/r³ by

(2/L²)[1/r − 1/√(r² + L²)] ≈ 1/r³ − 3L²/(4r⁵).

For L = 0.20 nm the full expression lowers the sum by about 5 %, and ΔΦ becomes −2.67 eV.

Disorder acts the other way. Random shifts of up to 0.15a along each axis lower the mean moment of a finite patch (radius 20 spacings) by 1.9 %. The sign can be understood from the two-dimensional Laplacian of r⁻³, which is 9r⁻⁵ and positive: small random displacements raise the average of 1/r³. The moments also adjust to their uneven surroundings, which the computed 1.9 % includes. Larger disorder is possible at room temperature, since the repulsion of a nearest pair is about 17 meV while kT at 300 K is 26 meV. An ordered lattice held together by dipole repulsion alone cannot be assumed there. The square lattice is not held by this repulsion even at zero temperature. Sliding alternate rows along their length changes the energy with a curvature proportional to the sum of (15x² − 3r²)/r⁷ over the sites of the odd rows. The two nearest sites give −6, the four diagonal ones +3.2, and the total is about −2, so the slide lowers the energy. The square arrangement must be imposed by the substrate or taken as an idealisation.

Another serious doubt concerns linear response. The depolarising field is 32 MV/cm. If it is taken as uniform across d = 0.15 nm, it shifts an adatom level by about 0.5 eV, which can change the charge shared with the metal if the level lies near the Fermi energy. A constant α' then becomes a fit over a limited range of coverage.

For an electrode coating the practical reading is conditional. If the adatoms spread evenly and the linear model without neighbour images holds, going from 2×10¹⁴ to 3×10¹⁴ cm⁻² gains 0.30 eV, compared with 1.54 eV from the first 10¹⁴ cm⁻². With p0 and α' held fixed, the neighbours' images make both gains smaller. The electron barrier of a semiconductor film placed on top need not shift by the same amount, because the contact may add a further dipole, pin the Fermi level or screen the layer. The numerical output below gives the full set of values.

Calculated quantities

```
S square, disc sum + tail: 9.0336; zeta form: 9.0336
S hexagonal at equal density: 8.8927
sheet step / (n p/eps0), finite disc: 0.9940
p0 = 5.0 D, alpha' = 25 A^3, clean work function = 4.5 eV
n(1e14/cm2)  a(nm)    u     p(D)  linear(eV) Topping(eV)
    0.25     2.000   0.028   4.86    -0.471     -0.458
    0.50     1.414   0.080   4.63    -0.942     -0.872
    1.00     1.000   0.226   4.08    -1.884     -1.537
    2.00     0.707   0.639   3.05    -3.767     -2.299
    3.00     0.577   1.174   2.30    -5.651     -2.600
work function at 3e14/cm2: 1.90 eV
n = 0.75e14/cm2: p/p0 patch 0.8721, formula 0.8721
n = 3.00e14/cm2: p/p0 patch 0.4602, formula 0.4601
island of 2453 dipoles, mean p/p0: 0.4836
p/p0 at local density 0.4601, at half of it 0.7068
extremum: n = 4.28e14/cm2, dPhi = -2.688 eV
numerical inflection at u = 5.000
kernel maximum, normal: 2.6458 at q = pi*(1,1); patch 2.6370
kernel maximum, in-plane: 5.0989 at q = pi*(1,0); patch 5.0787
stability limit, normal: u = 3.414, n = 6.11e14/cm2
stability limit, in-plane (isotropic alpha): u = 1.772, n = 3.95e14/cm2
dPhi at the in-plane limit: -2.683 eV
Neglected effects at 3e14/cm2 unless stated:
image-plane distance d = 0.15 nm
sum with images / S: 1.549; at 0.25e14/cm2: 1.945
dPhi with images: -2.005 eV
dipole length 0.20 nm: sum / S = 0.953, dPhi = -2.667 eV
hexagonal lattice: dPhi = -2.622 eV
random shifts up to 0.15 a per axis: mean p changes by -1.9 %
depolarising field: 32.4 MV/cm
level shift e*E*d: 0.49 eV
nearest-pair repulsion: 17.2 meV; kT at 300 K: 25.9 meV
```
